\section*{The relative sign of the two Møller diagrams is not a convention}

\section{A choice made before squaring}

A program for electron--electron scattering has computed two numbers, one from each tree diagram. Before squaring, it must add them or subtract them. At a centre-of-mass energy of 1~GeV and a scattering angle of $90^\circ$, one choice predicts 187~nb/sr and the other 21~nb/sr.

Let $p_1,p_2$ be the incoming and $p_3,p_4$ the outgoing momenta, with
\[
s=(p_1+p_2)^2,\qquad t=(p_1-p_3)^2,\qquad u=(p_1-p_4)^2 .
\]
I use $\hbar=c=1$, metric $(+,-,-,-)$, spinors with $\bar uu=2m$, and $e^2=4\pi\alpha$. The spinor chains are
\[
A=(\bar u_3\gamma^\mu u_1)(\bar u_4\gamma_\mu u_2),\qquad
B=(\bar u_4\gamma^\mu u_1)(\bar u_3\gamma_\mu u_2),
\]
and the amplitude is
\begin{equation}
M=e^2\left(\frac At+\eta\,\frac Bu\right),\qquad \eta=\pm1 .
\end{equation}
The belief is that $\eta$ is a convention.

\section{Why the belief is tempting}

Several true facts seem to support it. The overall sign of $M$ is indeed conventional. Multiplying each spinor $u_i$ by a phase $e^{i\phi_i}$ also changes $M$, but $A$ and $B$ both acquire $e^{i(\phi_1+\phi_2-\phi_3-\phi_4)}$, so $AB^*$ is unchanged.

Two familiar consistency checks do not detect $\eta$. A change of gauge adds to the photon propagator terms that carry a factor $q_\mu$ or $q_\nu$; in covariant gauges the addition is proportional to $q_\mu q_\nu$. For $q=p_1-p_3$, the Dirac equation gives
\[
q_\mu\bar u_3\gamma^\mu u_1=(m-m)\bar u_3u_1=0 ,
\]
and the same argument applies to the other vertex, where $q=p_4-p_2$, and to the exchange diagram. Each diagram is therefore gauge independent by itself. Relabelling the final electrons swaps $A/t$ with $B/u$, so $M$ becomes $\eta M$. Thus $|M|^2$ is symmetric for either sign.

What remains is the algebra of the electron operators.

\section{Where the sign comes from}

Take the interaction $e\bar\psi\gamma^\mu\psi A_\mu$ and the Feynman-gauge propagator $-ig_{\mu\nu}/q^2$. The second-order term carries $\frac12(ie)^2(-i)=\frac i2e^2$. Its part with two incoming and two outgoing electrons gives $M=e^2\langle f|W|i\rangle$, where
\begin{equation}
W=\frac12\sum_{abcd}V(ab;cd)\,b_a^\dagger b_c^\dagger b_d b_b,\quad
V(ab;cd)=\frac{(\bar u_a\gamma^\mu u_b)(\bar u_c\gamma_\mu u_d)}{(p_a-p_b)^2}.
\end{equation}
Each label includes momentum and spin, and the operators are normalized to $\{b_i,b_j^\dagger\}=\delta_{ij}$. The operator order follows from normal ordering $b_a^\dagger b_bb_c^\dagger b_d$: moving $b_c^\dagger$ past $b_b$ gives one minus sign, and exchanging $b_b$ with $b_d$ gives another.

Choose $|i\rangle=b_1^\dagger b_2^\dagger|0\rangle$ and $|f\rangle=b_3^\dagger b_4^\dagger|0\rangle$, so that $\langle f|=\langle0|b_4b_3$. Then
\begin{align}
b_2b_1\,b_1^\dagger b_2^\dagger|0\rangle&=|0\rangle, &
b_1b_2\,b_1^\dagger b_2^\dagger|0\rangle&=-|0\rangle,\\
\langle0|b_4b_3\,b_3^\dagger b_4^\dagger|0\rangle&=1, &
\langle0|b_4b_3\,b_4^\dagger b_3^\dagger|0\rangle&=-1 .
\end{align}
Four assignments contribute. $V(31;42)$ and $V(42;31)$ have sign $+$ and are equal; $V(41;32)$ and $V(32;41)$ have sign $-$ and are equal. The factor $\frac12$ removes the duplication:
\begin{equation}
M=e^2\left[V(31;42)-V(41;32)\right]=e^2\left(\frac At-\frac Bu\right).
\end{equation}
So $\eta=-1$. Defining $|f\rangle$ as $b_4^\dagger b_3^\dagger|0\rangle$ reverses both terms together. Operators that commuted between different modes would make all four signs positive and give $\eta=+1$, which is the wrong statistics for electrons.

\section{What the sign does to the cross section}

I keep $\eta$ and the mass through the spin sums. The momentum products are
\begin{align}
p_1\!\cdot p_2=p_3\!\cdot p_4&=\tfrac12(s-2m^2),\nonumber\\
p_1\!\cdot p_3=p_2\!\cdot p_4&=\tfrac12(2m^2-t),\\
p_1\!\cdot p_4=p_2\!\cdot p_3&=\tfrac12(2m^2-u),\nonumber
\end{align}
with $s+t+u=4m^2$. Write $\hat p=\gamma_\mu p^\mu$. Since $p_1\!\cdot p_3-m^2=-t/2$,
\[
\mathrm{Tr}[(\hat p_3+m)\gamma^\mu(\hat p_1+m)\gamma^\nu]
=4\left[p_3^\mu p_1^\nu+p_1^\mu p_3^\nu+\tfrac t2g^{\mu\nu}\right].
\]
The trace for electrons 2 and 4 has the same form. Contracting the two,
\begin{align}
\sum|A|^2&=16\Big[2(p_3\!\cdot p_4)(p_1\!\cdot p_2)+2(p_2\!\cdot p_3)(p_1\!\cdot p_4)\nonumber\\
&\qquad\quad+t\,p_1\!\cdot p_3+t\,p_2\!\cdot p_4+t^2\Big]\nonumber\\
&=8\left[(s-2m^2)^2+(u-2m^2)^2+4m^2t\right]\nonumber\\
&=8(s^2+u^2+8m^2t-8m^4),
\end{align}
where the last line uses $s+u=4m^2-t$. Interchanging $t$ and $u$ gives $\sum|B|^2$.

The interference is a single trace,
\[
\sum AB^*=\mathrm{Tr}[(\hat p_3+m)\gamma^\mu(\hat p_1+m)\gamma^\nu
(\hat p_4+m)\gamma_\mu(\hat p_2+m)\gamma_\nu].
\]
The contractions needed are $\gamma^\mu\gamma_\mu=4$, $\gamma^\mu\hat a\gamma_\mu=-2\hat a$, $\gamma^\mu\hat a\hat b\gamma_\mu=4a\cdot b$ and $\gamma^\mu\hat a\hat b\hat c\gamma_\mu=-2\hat c\hat b\hat a$; any $\hat a$ may be replaced by a gamma matrix. Traces with an odd number of gamma matrices vanish. The term with four momenta is
\[
-2\,\mathrm{Tr}[\hat p_3\hat p_4\gamma^\nu\hat p_1\hat p_2\gamma_\nu]
=-32(p_1\!\cdot p_2)(p_3\!\cdot p_4)=-8(s-2m^2)^2 .
\]
The term with none is $m^4\,\mathrm{Tr}[\gamma^\mu\gamma^\nu\gamma_\mu\gamma_\nu]=-32m^4$. The six terms with two momenta reduce as follows:
\begin{align}
\hat p_3\gamma^\mu\hat p_1\gamma^\nu\gamma_\mu\gamma_\nu
&=-2\hat p_3\gamma^\mu\hat p_1\gamma_\mu=4\hat p_3\hat p_1,\nonumber\\
\hat p_3\gamma^\mu\gamma^\nu\hat p_4\gamma_\mu\gamma_\nu
&=4\hat p_3\hat p_4,\nonumber\\
\hat p_3\gamma^\mu\gamma^\nu\gamma_\mu\hat p_2\gamma_\nu
&=-2\hat p_3\gamma^\nu\hat p_2\gamma_\nu=4\hat p_3\hat p_2,\nonumber\\
\gamma^\mu\hat p_1\gamma^\nu\hat p_4\gamma_\mu\gamma_\nu
&=-2\hat p_4\gamma^\nu\hat p_1\gamma_\nu=4\hat p_4\hat p_1,\\
\gamma^\mu\hat p_1\gamma^\nu\gamma_\mu\hat p_2\gamma_\nu
&=4p_1^\nu\hat p_2\gamma_\nu=4\hat p_2\hat p_1,\nonumber\\
\gamma^\mu\gamma^\nu\hat p_4\gamma_\mu\hat p_2\gamma_\nu
&=4p_4^\nu\hat p_2\gamma_\nu=4\hat p_2\hat p_4.\nonumber
\end{align}
Each has trace $16\,p_i\!\cdot p_j$. The six products add to $s-t-u+2m^2=2s-2m^2$, so these terms give $32m^2(s-m^2)$. Altogether,
\begin{align}
\sum AB^*&=-8(s-2m^2)^2+32m^2(s-m^2)-32m^4\nonumber\\
&=-8(s^2-8sm^2+12m^4)\nonumber\\
&=-8(s-2m^2)(s-6m^2).
\end{align}

Averaging over the four initial spin states divides the sum by 4. Elastic scattering of equal masses has $d\sigma/d\Omega=\overline{|M|^2}/(64\pi^2s)$. With $e^4=16\pi^2\alpha^2$,
\begin{align}
\frac{d\sigma}{d\Omega}=\frac{\alpha^2}{2s}\bigg[&
\frac{s^2+u^2+8m^2t-8m^4}{t^2}
+\frac{s^2+t^2+8m^2u-8m^4}{u^2}\nonumber\\
&-2\eta\,\frac{(s-2m^2)(s-6m^2)}{tu}\bigg].
\label{eq:massive}
\end{align}
This is the rate for finding an electron in $d\Omega$; a total rate must count each final pair once.

\subsection{Massless electrons}

Set $m=0$ and $c=\cos\theta$, so $t=-s(1-c)/2$, $u=-s(1+c)/2$ and $tu=s^2\sin^2\theta/4$. The first two terms in the bracket combine to
\[
\frac{s^2(t^2+u^2)+t^4+u^4}{t^2u^2}
=\frac{2(5+10c^2+c^4)}{\sin^4\theta},
\]
because $t^2+u^2=s^2(1+c^2)/2$ and $t^4+u^4=s^4(1+6c^2+c^4)/8$. The interference term is $-8\eta/\sin^2\theta=-8\eta(1-c^2)/\sin^4\theta$. Therefore
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{\alpha^2}{s\sin^4\theta}\times
\begin{cases}
(3+c^2)^2, & \eta=-1,\\
1+14c^2+c^4, & \eta=+1.
\end{cases}
\end{equation}
At $90^\circ$ these are $9\alpha^2/s$ and $\alpha^2/s$. The ratio falls to 2.32 at $60^\circ$ and 1.17 at $30^\circ$. It tends to 1 in the forward direction, where both numerators approach 16, so small-angle data are a poor place to look for the error.

For $\sqrt s=1$~GeV, with $\alpha=0.00729735$ and $(\hbar c)^2=389379$~nb\,GeV$^2$,
\[
\frac{\alpha^2}{s}=(0.00729735)^2\times389379~\text{nb/sr}=20.73~\text{nb/sr}.
\]
The correct sign gives $9\times20.73=187$~nb/sr and the wrong one 21~nb/sr. These are tree-level values with photon exchange alone. The electron mass is negligible here: $m^2/s=2.6\times10^{-7}$.

\section{Why a minus sign makes the diagrams add}

For massless electrons of equal helicity, the chains reduce to two-component spinors contracted with
\[
\delta_{ij}\delta_{kl}-\boldsymbol\sigma_{ij}\cdot\boldsymbol\sigma_{kl}
=2(\delta_{ij}\delta_{kl}-\delta_{il}\delta_{kj}).
\]
Here $i,k$ belong to electrons 3 and 4, and $j,l$ to 1 and 2. The right-hand side changes sign under $i\leftrightarrow k$, so $B=-A$. Hence $M=e^2A(1/t-\eta/u)$. With $\eta=-1$ this reads $e^2A(1/t+1/u)$. A plus sign can thus appear in a correct formula once the chains have been rearranged; the interference is the same.

The sizes follow too. The antisymmetric contraction of two spinors of norm $s^{1/4}$ that are orthogonal, as they are for opposite momenta and equal helicity, has modulus $\sqrt s$. Hence $|A|=2\sqrt s\sqrt s=2s$. At $90^\circ$, where $t=u=-s/2$, each diagram has modulus $4e^2$. The correct sign gives $|M|=8e^2$ and the wrong sign gives zero.

For opposite helicities, each massless vertex preserves helicity, so a given final state receives only one of the two diagrams and $\eta$ is irrelevant. The two equal-helicity terms supply $8s^2$ of $\sum|A|^2=8(s^2+u^2)$. The other two, equal by parity, supply $4u^2$ each, so $|A|=2|u|$ and the modulus at $90^\circ$ is $2e^2$; the exchange diagram gives the same. With two equal-helicity processes and four opposite-helicity ones,
\[
\frac{\overline{|M|^2}}{e^4}=\frac{2\times8^2+4\times2^2}{4}=36
\quad\text{or}\quad
\frac{0+4\times2^2}{4}=4 .
\]
Dividing by 4 to obtain the cross section in units of $\alpha^2/s$ gives 9 and 1 again.

\section{Slow electrons reverse the effect}

At $90^\circ$ with mass, $t=u=-(s-4m^2)/2$. In the bracket of Eq.~\eqref{eq:massive}, multiplied by $t^2$, the direct terms sum to
\[
D=2(s^2+t^2+8m^2t-8m^4)=\tfrac52s^2-12sm^2+24m^4,
\]
and the interference is $-\eta I$ with $I=2s^2-16sm^2+24m^4$. The ratio of correct to wrong is
\begin{equation}
R=\frac{D+I}{D-I}=\frac{9s^2-56sm^2+96m^4}{s(s+8m^2)} .
\end{equation}
It tends to 9 at high energy, is 7.82 at $s=100m^2$ and 2.42 at $s=10m^2$, and tends to $1/3$ at threshold, $s=4m^2$. There the wrong sign makes the cross section too large.

The threshold value is the Pauli principle at work. For slow electrons $\bar u_a\gamma^\mu u_b$ reduces to $2m$ for $\mu=0$ and equal spins, and to zero otherwise. For parallel spins $A=B=4m^2$, so at $90^\circ$ the correct amplitude vanishes, while the wrong one is twice a single diagram. In units of one diagram squared, the two parallel processes contribute $0$ or $2\times4$, and the four antiparallel ones contribute $4$ in either case. The ratio is $4/12=1/3$.

At $s=6m^2$ the interference in Eq.~\eqref{eq:massive} vanishes at every angle, so an unpolarized measurement at that energy cannot distinguish the signs. A polarized one can. Numerical evaluation of the Dirac spinors at $90^\circ$, with all four helicities positive, gives $|M|^2=144e^4$ for the correct sign and zero for the wrong one.
